When does a fixed dipole bind an electron?

**Problem**

Two fixed charges, +q at z = R/2 and −q at z = −R/2, form a dipole D = qR. An electron moves in their field. In atomic units, which are used throughout the algebra,

H = −½∇² + V, V = −q/r_a + q/r_b,

where r_a and r_b are the distances to the positive and the negative charge.

(a) For which D does the electron have a bound state, meaning a state of negative energy? Give the borderline value with an upper and a lower bound.

(b) How many bound states are there on the binding side?

(c) Describe the levels for charges ±e placed 1 Å apart.

**A tempting solution**

Far from the charges r_a ≈ r − (R/2)cos θ and r_b ≈ r + (R/2)cos θ, so 1/r_a − 1/r_b ≈ R cos θ/r² and

V ≈ −D cos θ/r².

The centrifugal energy L²/(2r²) has the same dependence on r. Together they give A/(2r²), with the angular operator

A = L² − 2D cos θ.

Let λ be the lowest eigenvalue of A. To estimate it, use the states l = 0 and l = 1 with m = 0. Their diagonal elements l(l+1) are 0 and 2, and ⟨1|cos θ|0⟩ = 1/√3. The lower eigenvalue x of this 2×2 matrix obeys

x(x − 2) − 4D²/3 = 0, x = 1 − √(1 + 4D²/3).

This is negative for every D > 0, and by the variational principle λ lies no higher. The electron therefore sees an attraction λ/(2r²) of long range, and every dipole, however small, binds it. The borderline value is zero.

**Where it fails**

The estimate of λ is sound. The last inference is not, because λ/(2r²) omits the energy of radial motion. Write ψ = u(r)Θ(θ)/r with AΘ = λΘ. Since ∇²ψ = Θu″/r − (L²Θ)u/r³, the far-field Schrödinger equation with E = −κ²/2 becomes

u″ = (λ/r² + κ²)u.

Multiplying by u and integrating gives

E∫u² dr = ½∫(u′² + λu²/r²) dr.

Confining u to distances of order r makes u′² of order u²/r². Attraction and radial kinetic energy thus scale alike, and going farther out favours neither. What matters is the size of λ. For real u vanishing near the origin and at infinity,

0 ≤ ∫(u′ − u/(2r))² dr = ∫u′² dr − ∫uu′/r dr + ¼∫u²/r² dr.

In the middle term uu′ = ½(u²)′, and integration by parts gives ∫uu′/r dr = ½∫u²/r² dr. Hence

∫u′² dr ≥ ¼∫u²/r² dr.

This is the Hardy inequality. An attraction with −¼ ≤ λ < 0 is outweighed by the radial kinetic energy. At D = 0.3, for example, the two-state estimate gives λ ≈ −0.06, which is far too weak.

The zero-energy solutions show the same border. Inserting u = r^s gives s(s − 1) = λ, so

s = ½ ± √(¼ + λ).

For λ < −¼ the exponents are complex, s = ½ ± iτ with

τ = √(−λ − ¼),

and u = √r cos(τ ln r + δ) has infinitely many zeros. The condition to solve is therefore λ(D) = −¼. That it also decides the matter for the two real charges, where the far-field form of V fails at short distance, is proved below.

**The critical dipole**

The projection m of L on the dipole axis is conserved. For m ≠ 0 the θ operator contains the additional positive term m²/sin²θ, so the lowest eigenvalue belongs to m = 0.

The recurrence (2l − 1)cos θ P_(l−1) = l P_l + (l − 1)P_(l−2) gives the coefficient of P_l in cos θ P_(l−1) as l/(2l − 1). The normalized functions are √((2l+1)/2) P_l, hence

⟨l|cos θ|l−1⟩ = [l/(2l−1)]·√((2l−1)/(2l+1)) = l/√(4l² − 1).

The matrix of A is tridiagonal. In A + ¼ the diagonal elements are perfect squares:

l(l+1) + ¼ = (l + ½)².

Let S be the diagonal matrix with elements l + ½. Taking a factor S out on each side gives

A + ¼ = S(1 − 2D M)S,

where M has zero diagonal and couples l = k−1 to l = k through

b_k = [k/√(4k²−1)]/[(k−½)(k+½)] = k/[2(k² − ¼)^(3/2)],

because √(4k²−1) = 2√(k²−¼). Let μ be the largest eigenvalue of M. If 2Dμ < 1, the bracket is positive and λ > −¼. If 2Dμ = 1, it has a zero eigenvalue and λ = −¼. If 2Dμ > 1, some vector makes it negative and λ < −¼. There is thus one crossing,

D_c = 1/(2μ).

*Upper bounds.* Keeping N states, l = 0 to N−1, gives a largest eigenvalue μ_N ≤ μ, and so D_c ≤ 1/(2μ_N). With two states μ₂ = b₁ = ½(3/4)^(−3/2) = 4/(3√3) = 0.7698, and

D_c ≤ 3√3/8 = 0.6495.

With three states the characteristic equation is μ³ − (b₁² + b₂²)μ = 0. Here b₁² = 16/27 = 0.592593 and b₂² = (4/15)³ = 0.018963, so μ₃ = √0.611556 = 0.78202 and

D_c ≤ 0.63937.

*Lower bounds.* Let T be the part of M acting on the omitted states l ≥ N, and let e be the first of these. Eliminating the omitted components from the eigenvalue equation of M adds to the last diagonal element of the N-state matrix the quantity

s = b_N² ⟨e|(μ − T)⁻¹|e⟩.

The b_k decrease with k, since d ln b_k/dk = 1/k − 3k/(k² − ¼) < 0. For a unit vector t, the inequality 2|t_(k−1)t_k| ≤ t_(k−1)² + t_k² then gives |⟨t|T|t⟩| ≤ 2b_(N+1). With μ ≥ μ_N,

s ≤ b_N²/(μ_N − 2b_(N+1)).

Using this largest possible s overestimates μ and underestimates D_c. For N = 2, with b₃ = 0.057953,

s ≤ 0.018963/(0.769800 − 0.115906) = 0.0290,

μ ≤ s/2 + √(s²/4 + b₁²) = 0.0145 + 0.76994 = 0.78444,

so D_c ≥ 0.6374. The same procedure with N = 3 gives 0.63931 ≤ D_c ≤ 0.63937, and with N = 4 the bounds agree to six digits:

**D_c = 0.639315 atomic units = 0.33831 e Å.**

The convergence is fast because the couplings after b₁ are small compared with μ and keep falling, roughly as 1/(2k²). At the threshold the electron's angular distribution is mostly l = 0 with some l = 1.

**The two real charges at zero energy**

Introduce spheroidal coordinates

ξ = (r_a + r_b)/R ≥ 1, η = (r_b − r_a)/R, −1 ≤ η ≤ 1.

The distance from the axis is ρ = (R/2)√((ξ²−1)(1−η²)), and z = (R/2)ξη. Differentiating these gives the length elements h_ξ dξ and h_η dη with

h_ξ = (R/2)√((ξ²−η²)/(ξ²−1)), h_η = (R/2)√((ξ²−η²)/(1−η²)).

For functions independent of the azimuth,

∇² = [∂_ξ(h_ηρ/h_ξ)∂_ξ + ∂_η(h_ξρ/h_η)∂_η]/(h_ξh_ηρ).

The ratios are h_ηρ/h_ξ = (R/2)(ξ²−1) and h_ξρ/h_η = (R/2)(1−η²), and the denominator is (R/2)³(ξ²−η²). Therefore

∇² = 4/[R²(ξ²−η²)]·[∂_ξ(ξ²−1)∂_ξ + ∂_η(1−η²)∂_η].

From r_a = (R/2)(ξ−η) and r_b = (R/2)(ξ+η),

V = −4qη/[R(ξ²−η²)].

Multiply ∇²ψ − 2Vψ + 2Eψ = 0 by R²(ξ²−η²)/4 and set c = κR/2:

[∂_ξ(ξ²−1)∂_ξ + ∂_η(1−η²)∂_η + 2Dη − c²(ξ²−η²)]ψ = 0.

At E = 0 the last term vanishes, and ψ = X(ξ)Θ(η) separates into

−[(1−η²)Θ′]′ − 2DηΘ = λΘ, [(ξ²−1)X′]′ = λX.

The first equation is AΘ = λΘ with cos θ replaced by η. The angular problem of the far field thus reappears with the same D, whatever the size R, and this is why the finite dipole has the same threshold.

For the second equation put ξ = cosh t and X = g/√(sinh t). Then X″ + coth t X′ = λX, with primes now denoting d/dt, turns into

g″ = [λ + ¼ − 1/(4 sinh²t)]g.

The solution regular at ξ = 1 has X = 1 there and starts as g ≈ √t.

**No binding for D ≤ D_c**

Here λ ≥ −¼. Compare g with p = √t, which obeys p″ = −p/(4t²):

(pg′ − p′g)′ = pg[λ + ¼ + 1/(4t²) − 1/(4 sinh²t)].

The bracket is positive because sinh t > t. The quantity pg′ − p′g = p²(g/p)′ starts from zero, so it is positive as long as g is. Thus g/p grows from 1 and g never reaches zero, which makes X positive. The lowest Θ is positive as well: |Θ| has the same expectation value of A, so it too is an eigenfunction, and an eigenfunction touching zero without changing sign would have zero value and slope there and would vanish everywhere. (At a pole, regularity makes a zero value alone sufficient.)

There is therefore a positive function ψ₀ = XΘ with ∇²ψ₀ = 2Vψ₀. Write any real trial function of bounded support as χ = ψ₀f. Then

|∇χ|² = ∇·(f²ψ₀∇ψ₀) − f²ψ₀∇²ψ₀ + ψ₀²|∇f|².

The divergence integrates to zero; small spheres around the charges contribute nothing, since ∇ψ₀ stays bounded there. Replacing ∇²ψ₀ by 2Vψ₀ gives

∫(½|∇χ|² + Vχ²) d³r = ½∫ψ₀²|∇f|² d³r ≥ 0.

Functions of bounded support approximate any bound state as closely as desired, so no state has negative energy.

**Infinitely many levels for D > D_c**

Now λ < −¼. Choose λ′ with λ < λ′ < −¼, and let X be the regular solution belonging to λ′. At large t its g obeys g″ ≈ (λ′ + ¼)g with a negative coefficient, so X has infinitely many nodes. Between two successive nodes take χ = XΘ, with Θ still belonging to λ, and set χ = 0 elsewhere. In spheroidal coordinates the energy integral is

∫(½|∇χ|² + Vχ²) d³r = (πR/2)∫∫[(ξ²−1)(∂_ξχ)² + (1−η²)(∂_ηχ)² − 2Dηχ²] dξ dη.

The η terms give λ∫Θ²dη. Integration by parts between the nodes gives ∫(ξ²−1)(dX/dξ)²dξ = −λ′∫X²dξ. The result is

(πR/2)(λ − λ′)∫X²dξ ∫Θ²dη < 0.

Different node intervals give functions that do not overlap. Any N of them span a space in which the energy is negative, so by the min-max principle there are at least N bound states. As N is arbitrary, their number is infinite. This answers (a) and (b).

**Spacing of the shallow levels**

For a very weakly bound state there is a wide region R ≪ r ≪ 1/κ in which u = √r cos(τ ln r + δ). The charges fix δ, which tends to a constant as κ → 0. The solution decaying at infinity depends on r only through κr, apart from normalization, and in the same region it has the form √r cos(τ ln(κr) + δ₀). The two phases must agree up to a multiple of π, so τ ln κ changes by π from one level to the next within the series belonging to this λ:

E_n/E_(n+1) → exp(2π/τ).

For larger dipoles, each further angular eigenvalue below −¼ adds a series with its own τ, and the levels of different series interleave. Just above D_c there is only one series, τ is small and this ratio is enormous. A dipole slightly beyond threshold has infinitely many levels, but they are crowded extremely close to zero energy.

**Charges ±e, 1 Å apart**

With a Bohr radius of 0.529177 Å the dipole is D = 1/0.529177 = 1.88973 atomic units, about three times D_c. Diagonalizing A gives λ = −1.56497, hence

τ = √(1.56497 − 0.25) = 1.14672, exp(2π/τ) = 239.67.

The next thresholds are 2.007 e Å for m = ±1 and 3.994 e Å for the second m = 0 eigenvalue. At 1 e Å a single angular eigenvalue lies below −¼, so there is one logarithmic series.

The levels follow from the spheroidal equation with the term c²(ξ²−η²) retained. It still separates, and c is adjusted until both parts have the same separation constant. The first three levels of the series are

E₁ = −2.0454 eV
E₂ = −8.417×10⁻³ eV
E₃ = −3.512×10⁻⁵ eV

The ratios are E₁/E₂ = 243.0 and E₂/E₃ = 239.7. The second exceeds the limit by only about 0.01%. The first exceeds it by 1.4%; the derivation required κR ≪ 1, a condition the ground state does not meet.

A diagonalization in Gaussian functions, which makes no use of the separation, gives −2.0452 eV for the ground state. This lies 0.0002 eV above the spheroidal value, on the side expected of a variational energy.

Bringing the charges closer shows the threshold. At 0.5 Å the ground level is only −0.011 eV. At 0.3 Å the dipole is 0.3 e Å, below 0.338 e Å, and the lowest value in the Gaussian basis is positive, +0.0023 eV. That number is a feature of the finite basis, not a level; the absence of binding rests on the proof above. The numerical output lists these values.

**Conditions on the result**

For a bare point dipole, D_c still separates two regimes, but above it there is no ground state. Shrinking a trial function of negative energy by a factor a multiplies its energy by a², so the energy has no lower bound. The finite separation R removes this collapse.

If a short-range attraction is added, a sufficiently deep one binds the electron at any D, since a trial function placed inside it has negative energy. D_c is then the threshold for the infinite series produced by the dipole tail, not for the first bound state.

The dipole was also held fixed in space. A molecule rotates, and its electrons exclude and polarize; neither effect is in this model. Levels whose binding energies lie far below the rotational energy spacing, of order 10⁻⁴ eV for a small polar molecule, should not be expected to survive in a real molecule. This applies to the higher levels of any series, and just above D_c it applies to the ground level too: for charges ±e with D = 0.70 atomic units (1.8 debye) the ground level lies only about 10⁻⁹ eV below zero. D_c is the threshold for a dipole fixed in space, not the dipole at which a freely rotating molecule first binds an electron.

Computed values

```
Scaled-matrix couplings (dimensionless):
  b_1 = 0.769800
  b_2 = 0.137706
  b_3 = 0.057953
  b_4 = 0.031997
Bounds on the critical dipole (atomic units):
  2 states: lower 0.63739986, upper 0.64951905
  3 states: lower 0.63931006, upper 0.63936969
  4 states: lower 0.63931487, upper 0.63931497
  5 states: lower 0.63931488, upper 0.63931488
Critical dipole D_c = 0.63931488 atomic units
Critical dipole D_c = 0.338311 e angstrom
Threshold for m = 1: 2.0066 e angstrom
Second m = 0 threshold: 3.9937 e angstrom
Bohr radius = 0.529177 angstrom
Charges +e and -e, separation 1.0 angstrom:
  dipole D = 1.889726 atomic units
  lowest angular eigenvalue = -1.564966 (dimensionless)
  tau = 1.146720 (dimensionless)
  level E_1 = -2.0454e+00 eV
  level E_2 = -8.4173e-03 eV
  level E_3 = -3.5116e-05 eV
  ratio E_1/E_2 = 243.00
  ratio E_2/E_3 = 239.70
  limiting ratio exp(2 pi/tau) = 239.67
  Gaussian-basis ground level = -2.0452e+00 eV
Separation 0.5 angstrom: ground level = -1.09e-02 eV
Separation 0.3 angstrom: lowest Gaussian-basis value = 2.32e-03 eV (positive, unbound)
```
